**Masses in Vineyard's harmonic hop rate: determinants against frequency products**

The program tests ν* = (ω_u/2π)·[det K0/|det K'|]^(1/2), where K0 and K' (`Ks` in the code) are the plain Hessians at the minimum and the saddle, and ω_u is the size of the imaginary frequency of the mass-weighted saddle Hessian. For a two-coordinate double well it integrates the flux definition numerically and asserts agreement with the formula for two mass sets, and a larger flux through another plane. For a vacancy hop in a Morse fcc crystal it asserts that frequency products and determinants agree for five sets of random atomic masses. It also asserts the mass sensitivity of ω_u, the zero-mode identity, the leading quantum correction, the derivatives of the energy, and the downhill path from the saddle to the minimum. The output shows a determinant factor of 1.467 and a prefactor of 5.53 THz, with a hop-rate ratio of 1.0254 between tracers of 57 and 60 u. Thermal expansion and the size of the relaxed zone change the absolute rate by factors of 3.6 and 1.6, far more than quantum motion does.

## Numerical verification

```python
"""
Result under test: the classical harmonic (Vineyard) hop rate is
    rate = (w_u / 2 pi) * sqrt(det K0 / |det Ks|) * exp(-E / kT)
K0, Ks : plain force-constant matrices at the minimum and at the saddle
w_u    : size of the imaginary frequency of M^-1/2 Ks M^-1/2
M      : diagonal mass matrix,  E : saddle energy minus minimum energy
Masses enter through w_u alone.  Crystal units: eV, nm, u (atomic mass).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.spatial.distance import cdist, pdist

rng = np.random.default_rng(7)
K_B = const.k / const.e                      # eV/K
HBAR = const.hbar / const.e                  # eV s
OMEGA_UNIT = np.sqrt(const.e * 1e18 / const.atomic_mass)  # rad/s


def weighted_modes(K, m):
    """Eigenvalues and vectors of the mass-weighted Hessian."""
    return np.linalg.eigh(K / np.sqrt(np.outer(m, m)))


def determinant_factor(K0, Ks):
    """sqrt(det K0 / |det Ks|), no masses."""
    return np.exp(0.5 * (np.linalg.slogdet(K0)[1]
                         - np.linalg.slogdet(Ks)[1]))


def frequency_product_ratio(K0, Ks, m):
    """Product of minimum frequencies over stable saddle frequencies."""
    l0 = weighted_modes(K0, m)[0]
    ls = weighted_modes(Ks, m)[0]
    assert l0[0] > 0 and ls[0] < 0 < ls[1]
    return np.exp(0.5 * (np.log(l0).sum() - np.log(ls[1:]).sum()))


def leading_anharmonic(energy, basis, kT, samples):
    """Coefficient c in ln(Z/Z_harmonic) = c kT, with standard error.
    Columns of basis b obey b.K.b = 1; paired +q and -q samples separate
    the quartic (even) and cubic (odd) parts of the energy."""
    e0 = energy(np.zeros(basis.shape[0]))
    values = np.empty(samples)
    for i in range(samples):
        z = rng.normal(size=basis.shape[1])
        q = np.sqrt(kT) * (basis @ z)
        harmonic = 0.5 * kT * (z @ z)
        up = energy(q) - e0 - harmonic
        down = energy(-q) - e0 - harmonic
        values[i] = (-(up + down) / (2 * kT)
                     + ((up - down) / 2) ** 2 / (2 * kT ** 2))
    return values.mean() / kT, values.std() / np.sqrt(samples) / kT


# ---- Test A: flux definition by quadrature, two coupled coordinates ----
SPRING, TILT = 4.0, 0.6                      # barrier height is 1


def toy_energy(x, y):
    return (x * x - 1) ** 2 + 0.5 * SPRING * (y - TILT * x) ** 2


coupling = SPRING * np.array([[TILT ** 2, -TILT], [-TILT, 1.0]])
toy_K0 = coupling + np.diag([8.0, 0.0])
toy_Ks = coupling + np.diag([-4.0, 0.0])


def flux_rate(beta, m, n):
    """One-way flux through the plane n.q = 0 per unit well population."""
    h = 0.01
    x, y = np.meshgrid(np.arange(-2, 1, h), np.arange(-2.5, 1.5, h),
                       indexing="ij")
    inside = n[0] * x + n[1] * y < 0
    well = np.sum(np.exp(-beta * toy_energy(x, y)) * inside) * h * h
    s = np.linspace(-3, 3, 6001)
    length = np.hypot(*n)
    line = np.sum(np.exp(-beta * toy_energy(-n[1] * s / length,
                                            n[0] * s / length)))
    line *= (s[1] - s[0]) / length
    z = np.linspace(-8, 8, 801)
    z1, z2 = np.meshgrid(z, z, indexing="ij")
    weight = np.exp(-0.5 * (z1 ** 2 + z2 ** 2))
    speed = (n[0] * z1 / np.sqrt(beta * m[0])
             + n[1] * z2 / np.sqrt(beta * m[1]))
    mean_speed = np.sum(weight * np.maximum(speed, 0)) / weight.sum()
    return mean_speed * line / well


toy_report = []
for m in (np.array([1.0, 3.0]), np.array([4.0, 1.0])):
    lam, vec = weighted_modes(toy_Ks, m)
    w_u = np.sqrt(-lam[0])
    best_plane = np.sqrt(m) * vec[:, 0]
    best_plane = best_plane * np.sign(best_plane[0])
    vineyard = w_u / (2 * np.pi) * determinant_factor(toy_K0, toy_Ks)
    limits = []
    for n in (best_plane, np.array([1.0, 0.0])):
        r50, r100 = [flux_rate(b, m, n) * np.exp(b) for b in (50, 100)]
        limit = 2 * r100 - r50               # removes the term linear in kT
        plane = np.sqrt((n @ (n / m))
                        / abs(n @ np.linalg.solve(toy_Ks, n)))
        formula = (plane / (2 * np.pi)
                   * determinant_factor(toy_K0, toy_Ks))
        assert abs(limit / formula - 1) < 1e-3
        limits.append(limit)
        if n is best_plane:
            assert abs(limit / vineyard - 1) < 1e-3
            log_ratio = np.log(r100 / vineyard)
    assert limits[1] > limits[0] * 1.001     # other plane: larger flux
    toy_report.append((m, w_u, vineyard, limits[0], limits[1]))
    if m[0] == 1.0:                          # check anharmonic estimator
        l0, v0 = np.linalg.eigh(toy_K0)
        c_min, _ = leading_anharmonic(
            lambda q: toy_energy(q[0] - 1, q[1] - TILT),
            v0 / np.sqrt(l0), 0.01, 20000)
        stable = (vec[:, 1] / np.sqrt(m) / np.sqrt(lam[1]))[:, None]
        c_sad, _ = leading_anharmonic(
            lambda q: toy_energy(q[0], q[1]), stable, 0.01, 20000)
        assert abs((c_sad - c_min) - 100 * log_ratio) < 0.05

# ---- Test B: zero modes, general null space T ----
T = rng.normal(size=(9, 2))
q_full = np.linalg.qr(T, mode="complete")[0]
Q = q_full[:, 2:]
A = rng.normal(size=(7, 7))
A = A @ A.T + np.eye(7)
m9 = rng.uniform(1, 10, 9)
eig = weighted_modes(Q @ A @ Q.T, m9)[0]
nonzero = eig[np.argsort(abs(eig))[2:]]
predicted = (np.linalg.det(A) * np.linalg.det(T.T @ (m9[:, None] * T))
             / (np.prod(m9) * np.linalg.det(T.T @ T)))
assert abs(np.prod(nonzero) / predicted - 1) < 1e-7

# ---- Crystal: vacancy hop in fcc with a Morse pair model ----
DEPTH, ALPHA, A0 = 0.30, 20.0, 0.355         # eV, 1/nm, nm
HOST, LIGHT, HEAVY = 59.0, 57.0, 60.0        # u
TEMP, STRAIN = 1300.0, 0.015
kT = K_B * TEMP

idx = np.arange(-12, 13)
grid = np.array(np.meshgrid(idx, idx, idx)).reshape(3, -1).T
SITES = grid[grid.sum(axis=1) % 2 == 0] / 2.0  # in lattice constants


def lattice_virial(r0):
    r = A0 * np.linalg.norm(SITES, axis=1)
    r = r[(r > 0) & (r < 5.5 * A0)]
    x = np.exp(-ALPHA * (r - r0))
    return np.sum(r * (x - x * x))


d_nn = A0 / np.sqrt(2)
R0 = brentq(lattice_virial, d_nn, 1.3 * d_nn, xtol=1e-14)


def pair_energy(r):
    x = np.exp(-ALPHA * (r - R0))
    return DEPTH * (x * x - 2 * x)


def total_energy(mobile, fixed):
    return (pair_energy(pdist(mobile)).sum()
            + pair_energy(cdist(mobile, fixed)).sum())


def derivatives(mobile, fixed):
    """Gradient and Hessian for the mobile atoms."""
    n = len(mobile)
    i = np.arange(n)
    d = mobile[:, None] - np.vstack([mobile, fixed])[None]
    r = np.linalg.norm(d, axis=2)
    r[i, i] = 1e3                            # removes self-interaction
    x = np.exp(-ALPHA * (r - R0))
    slope = 2 * DEPTH * ALPHA * (x - x * x) / r
    curve = 2 * DEPTH * ALPHA ** 2 * (2 * x * x - x)
    u = d / r[..., None]
    blocks = ((curve - slope)[..., None, None]
              * u[..., :, None] * u[..., None, :]
              + slope[..., None, None] * np.eye(3))
    H = -blocks[:, :n].transpose(0, 2, 1, 3).copy()
    H[i, :, i, :] += blocks.sum(axis=1)
    H = H.reshape(3 * n, 3 * n)
    return (slope[..., None] * d).sum(axis=1).ravel(), (H + H.T) / 2


def stationary_point(start, fixed, order):
    """Newton search: order 0 finds a minimum, order 1 a saddle."""
    pos = start.copy()
    for _ in range(300):
        g, H = derivatives(pos, fixed)
        if np.max(abs(g)) < 1e-9:
            return pos, H
        lam, vec = np.linalg.eigh(H)
        curv = abs(lam)
        if order == 1:
            curv[0] = -curv[0]
        step = -vec @ ((vec.T @ g) / curv)
        step *= min(1.0, 0.01 / np.max(abs(step)))
        pos = pos + step.reshape(-1, 3)
    raise AssertionError("stationary point not converged")


def hop(a, r_mobile=1.41, r_outer=3.2):
    """Relaxed minimum and saddle; radii in lattice constants."""
    middle = np.array([0.25, 0.25, 0.0])
    vacancy = np.array([0.5, 0.5, 0.0])
    sites = SITES[np.linalg.norm(SITES - vacancy, axis=1) > 1e-6]
    dist = np.linalg.norm(sites - middle, axis=1)
    order = np.argsort(dist, kind="stable")
    sites, dist = sites[order], dist[order]
    assert np.allclose(sites[0], 0)          # atom 0 is the hopping atom
    mobile = a * sites[dist < r_mobile]
    fixed = a * sites[(dist >= r_mobile) & (dist < r_outer)]
    p0, K0 = stationary_point(mobile, fixed, 0)
    guess = mobile.copy()
    guess[0] = a * middle
    ps, Ks = stationary_point(guess, fixed, 1)
    barrier = total_energy(ps, fixed) - total_energy(p0, fixed)
    return p0, ps, fixed, K0, Ks, barrier


def hop_rate(K0, Ks, barrier, m):
    w = np.sqrt(-weighted_modes(Ks, m)[0][0]) * OMEGA_UNIT
    nu = w / (2 * np.pi) * determinant_factor(K0, Ks)
    return w, nu, nu * np.exp(-barrier / kT)


p0, ps, fixed, K0, Ks, barrier = hop(A0)
n_mobile = len(p0)
dof = 3 * n_mobile


def masses(tracer):
    m = np.full(dof, HOST)
    m[:3] = tracer
    return m


# Hessian against differences of the energy and of the gradient
trial = p0 + 0.003 * rng.normal(size=p0.shape)
direction = rng.normal(size=p0.shape)
direction /= np.linalg.norm(direction)
h = 1e-5
g, H = derivatives(trial, fixed)
slope_fd = (total_energy(trial + h * direction, fixed)
            - total_energy(trial - h * direction, fixed)) / (2 * h)
assert abs(slope_fd - g @ direction.ravel()) < 1e-5
curve_fd = (derivatives(trial + h * direction, fixed)[0]
            - derivatives(trial - h * direction, fixed)[0]) / (2 * h)
assert np.max(abs(curve_fd - H @ direction.ravel())) < 1e-3

# The saddle leads downhill to the starting minimum
u = np.linalg.eigh(Ks)[1][:, 0].reshape(-1, 3)
u = u * (-0.01 * np.sign(u[0, 0] + u[0, 1]) / np.linalg.norm(u[0]))
end, _ = stationary_point(ps + u, fixed, 0)
assert np.max(abs(end - p0)) < 1e-6 and barrier > 0

# Frequency products against determinants, arbitrary atomic masses
factor = determinant_factor(K0, Ks)
spread = []
for _ in range(5):
    m = np.repeat(rng.uniform(10, 200, n_mobile), 3)
    w = np.sqrt(-weighted_modes(Ks, m)[0][0])
    ratio = frequency_product_ratio(K0, Ks, m)
    assert abs(ratio / (w * factor) - 1) < 1e-8
    spread.append(ratio)
assert max(spread) / min(spread) > 1.05      # the ratio does depend on mass

# Mass sensitivity of the unstable frequency
lam_s, vec_s = weighted_modes(Ks, masses(HOST))
share = np.sum(vec_s[:3, 0] ** 2)
eps = 1e-4
logs = [0.5 * np.log(-weighted_modes(Ks, masses(HOST * f))[0][0])
        for f in (1 + eps, 1 - eps)]
sensitivity = (logs[0] - logs[1]) / np.log((1 + eps) / (1 - eps))
assert abs(sensitivity + share / 2) < 1e-6

w_u, nu, rate = hop_rate(K0, Ks, barrier, masses(HOST))
w_l, nu_l, rate_l = hop_rate(K0, Ks, barrier, masses(LIGHT))
w_h, nu_h, rate_h = hop_rate(K0, Ks, barrier, masses(HEAVY))


def log_products(tracer):
    l0 = weighted_modes(K0, masses(tracer))[0]
    ls = weighted_modes(Ks, masses(tracer))[0]
    return 0.5 * np.log(l0).sum(), 0.5 * np.log(ls[1:]).sum()


min_l, sad_l = log_products(LIGHT)
min_h, sad_h = log_products(HEAVY)

# Vacancy diffusivity from the explicit sum over the twelve hops
jumps = SITES[abs(np.linalg.norm(SITES, axis=1) - np.sqrt(0.5)) < 1e-6]
assert len(jumps) == 12
diffusivity = 0.5 * rate * np.sum((A0 * jumps[:, 0]) ** 2)  # nm^2/s
assert abs(diffusivity / (A0 ** 2 * rate) - 1) < 1e-12


def log_quantum(tracer, temp):
    """ln of quantum over classical harmonic rate."""
    c = HBAR * OMEGA_UNIT / (2 * K_B * temp)
    l0 = weighted_modes(K0, masses(tracer))[0]
    ls = weighted_modes(Ks, masses(tracer))[0]
    x0, xs, xu = c * np.sqrt(l0), c * np.sqrt(ls[1:]), c * np.sqrt(-ls[0])
    assert xu < np.pi
    return (np.log(np.sinh(x0) / x0).sum() - np.log(np.sinh(xs) / xs).sum()
            + np.log(xu / np.sin(xu)))


def log_quantum_leading(tracer, temp):
    trace = np.sum((np.diag(K0) - np.diag(Ks)) / masses(tracer))
    return (HBAR * OMEGA_UNIT / (K_B * temp)) ** 2 * trace / 24


assert abs(log_quantum(HOST, 4 * TEMP)
           - log_quantum_leading(HOST, 4 * TEMP)) < 1e-5
q_host = log_quantum(HOST, TEMP)
q_iso = log_quantum(LIGHT, TEMP) - log_quantum(HEAVY, TEMP)

# Leading anharmonic correction at fixed volume; equal host masses make
# the stable eigenvectors of Ks span the dividing plane
k0, v0 = np.linalg.eigh(K0)
ks, vs = np.linalg.eigh(Ks)
kT_small = K_B * 50.0
c0, err0 = leading_anharmonic(
    lambda q: total_energy(p0 + q.reshape(-1, 3), fixed),
    v0 / np.sqrt(k0), kT_small, 1500)
cs, errs = leading_anharmonic(
    lambda q: total_energy(ps + q.reshape(-1, 3), fixed),
    vs[:, 1:] / np.sqrt(ks[1:]), kT_small, 1500)
anharmonic, anharmonic_err = (cs - c0) * kT, np.hypot(err0, errs) * kT

# Thermal expansion and size of the mobile zone
_, _, _, K0e, Kse, barrier_e = hop(A0 * (1 + STRAIN))
_, nu_e, rate_e = hop_rate(K0e, Kse, barrier_e, masses(HOST))
p_big, _, _, K0b, Ksb, barrier_b = hop(A0, 1.8, 3.6)
_, nu_b, rate_b = hop_rate(K0b, Ksb, barrier_b, np.full(len(K0b), HOST))

for m, w, v, best, other in toy_report:
    print(f"Toy masses {m[0]:.0f}, {m[1]:.0f}: w_u = {w:.5f} (model units)")
    print(f"  Vineyard prefactor        {v:.5f}")
    print(f"  flux, best plane          {best:.5f}")
    print(f"  flux, plane x = 0         {other:.5f}")
print(f"Morse depth                 {DEPTH:.2f} eV")
print(f"Morse inverse range         {ALPHA:.1f} 1/nm")
print(f"Lattice constant            {A0:.4f} nm")
print(f"Morse distance (computed)   {R0:.5f} nm")
print(f"Host, light, heavy mass     {HOST:.0f}, {LIGHT:.0f}, {HEAVY:.0f} u")
print(f"Temperature, kT             {TEMP:.0f} K, {kT:.5f} eV")
print(f"Mobile atoms                {n_mobile}")
print(f"Top frequency at minimum    "
      f"{np.sqrt(k0[-1] / HOST) * OMEGA_UNIT / 2e12 / np.pi:.3f} THz")
print(f"Barrier E                   {barrier:.4f} eV")
print(f"E/kT                        {barrier / kT:.3f}")
print(f"Determinant factor          {factor:.5f}")
print(f"w_u/2pi, host mass          {w_u / 2e12 / np.pi:.4f} THz")
print(f"Prefactor nu*, host mass    {nu / 1e12:.4f} THz")
print(f"Hop rate, one direction     {rate:.4e} 1/s")
print(f"Vacancy diffusivity         {diffusivity * 1e-14:.4e} cm2/s")
print(f"w_u/2pi, light tracer       {w_l / 2e12 / np.pi:.5f} THz")
print(f"w_u/2pi, heavy tracer       {w_h / 2e12 / np.pi:.5f} THz")
print(f"nu*, light tracer           {nu_l / 1e12:.5f} THz")
print(f"nu*, heavy tracer           {nu_h / 1e12:.5f} THz")
print(f"Minimum product, light/heavy       {np.exp(min_l - min_h):.5f}")
print(f"Stable saddle product, light/heavy {np.exp(sad_l - sad_h):.5f}")
print(f"Rate ratio light/heavy      {rate_l / rate_h:.5f}")
print(f"sqrt(heavy/light mass)      {np.sqrt(HEAVY / LIGHT):.5f}")
print(f"Tracer share of mode        {share:.4f}")
print(f"d ln w_u / d ln m_tracer    {sensitivity:.4f}")
print(f"Random masses: largest/smallest product ratio "
      f"{max(spread) / min(spread):.3f}")
print(f"Quantum/classical rate      {np.exp(q_host):.5f}")
print(f"Quantum factor on isotope ratio {np.exp(q_iso):.6f}")
print(f"Leading anharmonic ln(rate) change {anharmonic:.3f}")
print(f"  its sampling error        {anharmonic_err:.3f}")
print(f"Expansion strain (rough)    {100 * STRAIN:.1f} percent")
print(f"  barrier when expanded     {barrier_e:.4f} eV")
print(f"  nu* when expanded         {nu_e / 1e12:.4f} THz")
print(f"  rate expanded/unexpanded  {rate_e / rate:.3f}")
print(f"Larger zone: mobile atoms   {len(p_big)}")
print(f"  barrier                   {barrier_b:.4f} eV")
print(f"  nu*                       {nu_b / 1e12:.4f} THz")
print(f"  rate larger/smaller zone  {rate_b / rate:.3f}")
print("every check passed")
```

Printed output:

```
Toy masses 1, 3: w_u = 1.73286 (model units)
  Vineyard prefactor        0.39003
  flux, best plane          0.39004
  flux, plane x = 0         0.45016
Toy masses 4, 1: w_u = 0.96539 (model units)
  Vineyard prefactor        0.21729
  flux, best plane          0.21730
  flux, plane x = 0         0.22508
Morse depth                 0.30 eV
Morse inverse range         20.0 1/nm
Lattice constant            0.3550 nm
Morse distance (computed)   0.25960 nm
Host, light, heavy mass     59, 57, 60 u
Temperature, kT             1300 K, 0.11203 eV
Mobile atoms                47
Top frequency at minimum    10.522 THz
Barrier E                   1.3321 eV
E/kT                        11.891
Determinant factor          1.46684
w_u/2pi, host mass          3.7698 THz
Prefactor nu*, host mass    5.5298 THz
Hop rate, one direction     3.7901e+07 1/s
Vacancy diffusivity         4.7765e-08 cm2/s
w_u/2pi, light tracer       3.83384 THz
w_u/2pi, heavy tracer       3.73903 THz
nu*, light tracer           5.62365 THz
nu*, heavy tracer           5.48457 THz
Minimum product, light/heavy       1.07998
Stable saddle product, light/heavy 1.05327
Rate ratio light/heavy      1.02536
sqrt(heavy/light mass)      1.02598
Tracer share of mode        0.9765
d ln w_u / d ln m_tracer    -0.4882
Random masses: largest/smallest product ratio 1.672
Quantum/classical rate      0.99454
Quantum factor on isotope ratio 1.000036
Leading anharmonic ln(rate) change 0.064
  its sampling error        0.114
Expansion strain (rough)    1.5 percent
  barrier when expanded     1.1817 eV
  nu* when expanded         5.1421 THz
  rate expanded/unexpanded  3.559
Larger zone: mobile atoms   97
  barrier                   1.3019 eV
  nu*                       6.9380 THz
  rate larger/smaller zone  1.642
every check passed
```
